# Does longer etching average out the roughness from random ion arrivals?

**Q:** I am sputtering germanium in an argon plasma, and the surface comes out slightly rough. The ions land at random, so after a short etch some spots have been hit more often than others. If I etch for longer, every spot receives many more ions and the luck should average out. Shouldn't the surface become smoother?

**A:** Let us give "spot" and "average out" definite meanings. Divide the surface into square columns of width $a$ and area $A=a^2$. Column $i$ has been etched to depth $z_i$, measured downwards from a flat start. The mean over columns is $d$, and the roughness $\sigma$ is the rms deviation of $z_i$ from $d$. Which quantity do you expect to shrink?

**Q:** Put that way, I am not sure. Start with the ion count. A column with 10,000 hits should be closer to its expected count than one with 100.

**A:** We can calculate that. Suppose that ions arrive independently with constant mean flux $J$, and that a column's chance of being hit depends neither on its depth nor on its neighbours. In a short time $dt$ a column is hit with probability $JA\,dt$; two hits are negligible at first order in $dt$. An ion removes $Y$ atoms, where $Y$ is a random whole number drawn afresh each time. For now, all of them come from the column that was hit.

Let $K$ be the number of atoms the column has lost. A hit changes $K$ to $K+Y$, so

$$\frac{d\langle K\rangle}{dt}=JA\langle Y\rangle .$$

The same hit changes $K^2$ by $(K+Y)^2-K^2=2KY+Y^2$. The new $Y$ is independent of the past, so $\langle KY\rangle=\langle K\rangle\langle Y\rangle$ and

$$\frac{d\langle K^2\rangle}{dt}=JA\left(2\langle K\rangle\langle Y\rangle+\langle Y^2\rangle\right).$$

The variance is $\langle K^2\rangle-\langle K\rangle^2$. The product rule gives

$$\frac{d\langle K\rangle^2}{dt}=2\langle K\rangle\frac{d\langle K\rangle}{dt}=2JA\langle K\rangle\langle Y\rangle .$$

Subtracting this cancels the term that contains $\langle K\rangle$:

$$\frac{d\,\mathrm{Var}(K)}{dt}=JA\langle Y^2\rangle .$$

Both $\langle K\rangle$ and the variance start at zero. With $N=JAt$ for the mean number of hits,

$$\langle K\rangle=N\langle Y\rangle,\qquad \mathrm{Var}(K)=N\langle Y^2\rangle .$$

Setting $Y=1$ turns $K$ into the hit count itself. Its variance is then $N$, equal to its mean, as for any Poisson count.

**Q:** So 100 expected hits have a spread of 10, and 10,000 have a spread of 100. The spread falls from 10% to 1%. Isn't that what I said?

**A:** The percentage fell, but the spread itself rose from 10 hits to 100. A surface profile is made of depths, so the excess number of removed atoms matters, not the excess as a fraction of all atoms removed.

**Q:** Then convert it to depth.

**A:** If each atom occupies volume $\Omega$, removing one lowers its column by $v=\Omega/A$. This is a coarse-grained depth, the removed volume divided by the column area, so it can be much smaller than an atom. Since $z=vK$,

$$d=vN\langle Y\rangle,\qquad \sigma^2=v^2N\langle Y^2\rangle .$$

The first equation gives $N=d/(v\langle Y\rangle)$. Putting this into the second,

$$\sigma^2=v^2\,\frac{d}{v\langle Y\rangle}\,\langle Y^2\rangle
= s\,d,\qquad s=v\,\frac{\langle Y^2\rangle}{\langle Y\rangle}.$$

Therefore

$$\sigma=\sqrt{s\,d},\qquad \frac{\sigma}{d}=\sqrt{\frac{s}{d}} .$$

Absolute roughness grows as the square root of depth, while relative roughness falls as its inverse square root. If every ion removes the same number of atoms, $\langle Y^2\rangle/\langle Y\rangle=Y$ and $s=vY$ is the depth removed by one hit. A random yield makes $s$ larger at the same mean yield, because $\langle Y^2\rangle=\langle Y\rangle^2+\mathrm{Var}(Y)$.

**Q:** I still feel that something must average. What about the etch rate of each column?

**A:** That does average. Let $R=d/t$ be the mean etch rate. The time-averaged rate of column $i$ is $z_i/t$, and its spread over columns is

$$\frac{\sigma}{t}=\frac{\sqrt{sRt}}{t}=\sqrt{\frac{sR}{t}} .$$

It falls as $1/\sqrt t$. To recover the depth you must multiply the rate by the time, and $t\times t^{-1/2}=t^{1/2}$. Your argument holds for the rate, but it was applied to the height.

**Q:** Here is another objection. Suppose a column has been unlucky and is too deep. Over a long etch, won't the others catch up?

**A:** Some will, by chance, but nothing in this model makes them do so on average. Take two columns with a depth gap $G=z_1-z_2$. During a further mean depth $\Delta$, both have the same expected removal, so the expected change of $G$ is zero. The two new removals are independent and each has variance $s\Delta$, so their difference has variance $2s\Delta$. Given the present gap,

$$\langle G_{\rm later}^2\rangle=G_{\rm now}^2+2s\Delta .$$

There is no cross term, because the expected change is zero. Individual gaps may close, but the mean square gap grows.

The same reasoning gives the memory of the whole surface. Let $z(d_1)$ and $z(d_2)$ be the depths of one column when the mean depths are $d_1<d_2$. The later depth is the earlier one plus an independent removal, so

$$\mathrm{Cov}[z(d_1),z(d_2)]=\mathrm{Var}[z(d_1)]=s d_1 .$$

Dividing by the two standard deviations gives the correlation

$$\frac{s d_1}{\sqrt{s d_1}\sqrt{s d_2}}=\sqrt{\frac{d_1}{d_2}} .$$

The pattern is gradually buried under newer randomness, which is why the correlation falls. The early excess itself is kept on average.

**Q:** Can we put in numbers for my germanium?

**A:** Yes, with rough values. A lattice constant of 0.566 nm and eight atoms per cubic cell give $8/(0.566\ \mathrm{nm})^3=44.12\ \mathrm{nm^{-3}}$. I take columns 2 nm wide, roughly the size of the region disturbed by one ion of several hundred eV. Then

$$v=\frac{1}{44.12\ \mathrm{nm^{-3}}\times4.0\ \mathrm{nm^2}}=0.00567\ \mathrm{nm}.$$

For the yield I choose a simple distribution: 0, 1, 2 or 3 atoms with probabilities 0.30, 0.45, 0.20 and 0.05. Its moments are

$$\langle Y\rangle=0.45+2(0.20)+3(0.05)=1.00,$$

$$\langle Y^2\rangle=0.45+4(0.20)+9(0.05)=1.70 .$$

So $s=0.00567\times1.70=0.0096$ nm. At a flux of $2\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}}$, or $20\ \mathrm{nm^{-2}\,s^{-1}}$, the etch rate is $20\times1.00/44.12=0.453$ nm/s, about 27 nm/min. The law gives:

| Depth (nm) | $\sigma$ (nm) | $\sigma/d$ (%) | Rate spread (nm/min) |
|---:|---:|---:|---:|
| 6.25 | 0.25 | 3.9 | 1.07 |
| 25 | 0.49 | 2.0 | 0.53 |
| 100 | 0.98 | 0.98 | 0.27 |

Each fourfold increase in depth doubles the roughness and halves both the relative roughness and the rate spread. Flux, yield distribution and column width are held fixed throughout.

**Q:** You assumed independent random hits and then derived a square root. Does it appear if ions are simply thrown at a surface?

**A:** That was tested by placing a fixed total dose on randomly chosen columns, one ion at a time. No Poisson distribution was imposed on the column counts. Their variance divided by their mean came out as 0.999. With $n$ ions on $M$ columns, the expected ratio is $1-1/M$, since each ion hits a given column with probability $1/M$ and the binomial variance is $(n/M)(1-1/M)$. For many columns this is practically one.

The simulated roughness was 0.156, 0.220, 0.310 and 0.437 nm at depths of 2.5, 5, 10 and 20 nm, within 1% of the law at each depth. The fitted exponent was 0.495 for $\sigma$ and $-0.505$ for $\sigma/d$. These come from one random surface followed through four depths, so I read the small departures from $\pm0.5$ as sampling scatter.

The memory was tested too. Between 5 and 20 nm the predicted correlation is $\sqrt{5/20}=0.5$, and the simulation gave 0.502. The fraction of the early excess still present at 20 nm was 0.998, against a predicted value of one.

**Q:** Could I reduce the roughness by raising the flux? More ions per second should give better statistics.

**A:** Not at fixed depth within this model. The flux does not appear in $\sigma=\sqrt{sd}$. Doubling it halves the time needed to reach $d$, and the number of hits per column is unchanged. At fixed time, a larger flux etches deeper and gives a larger $\sigma$. This assumes that the flux changes neither the yield distribution nor the independence of the hits. With the present numbers, one column is hit on average every 12.5 ms, whereas a collision cascade lasts of the order of picoseconds, so overlap of cascades in time is no concern.

**Q:** Is there any averaging that does reduce the height variation?

**A:** Averaging over area does. Suppose that an instrument reports the mean depth of a block of $b\times b$ columns. The variance of a sum of $b^2$ independent depths is $b^2\sigma^2$. Dividing the sum by $b^2$ divides its variance by $b^4$:

$$\sigma_b^2=\frac{b^2\sigma^2}{b^4}=\frac{\sigma^2}{b^2},
\qquad \sigma_b=\frac{\sigma}{b}.$$

For $4\times4$ blocks the simulation gave $\sigma_b/\sigma=0.247$, close to the predicted 0.25. A roughness value therefore needs a lateral resolution beside it. An instrument that averages over a larger area reports a smaller number for the same surface, but for any fixed linear averaging the model still gives growth as $\sqrt d$. A blunt scanning tip does not average linearly: it rides on the peaks and misses more of the hollows as the surface steepens, so it can report an exponent below one half even for independent columns.

**Q:** If the roughness keeps growing, neighbouring columns will eventually form cliffs. Can they still be independent?

**A:** That is where the model comes under strain. The depth difference between two independent neighbours has variance $\sigma^2+\sigma^2=2\sigma^2$, so the rms slope between column centres is

$$\frac{\sqrt2\,\sigma}{a}=\frac{\sqrt{2sd}}{a}.$$

At 100 nm this is $1.414\times0.98/2.0=0.69$, already steep. It reaches one when $2sd=a^2$, or $d=a^2/(2s)\approx208$ nm. This is not a sharp boundary, but I would not trust independent columns there. It also depends strongly on the assumed width: $s\propto1/a^2$, so $\sigma\propto1/a$ and this depth varies as $a^4$, from 13 nm for $a=1$ nm to about 1050 nm for $a=3$ nm.

Tilt also changes the yield. As an estimate, suppose that $Y$ varies as $1/\cos\theta$, where $\theta$ is the angle between the ion's path and the surface normal. For vertical ions, the number arriving per unit horizontal area does not depend on tilt, so the downward rate changes by the yield factor alone. For a tilt along one row of columns, $\tan\theta$ is the slope just found, 0.694 before rounding, so that factor is $1/\cos\theta=\sqrt{1+0.694^2}\approx1.22$. A 22% change in local rate is far larger than the 1% relative roughness, so it cannot be dismissed.

**Q:** An ion's crater probably crosses column boundaries as well. Does that destroy the square root?

**A:** Not if the sharing is fixed. Let a fraction $f$ of each removed volume come from the column that was hit and $(1-f)/4$ from each of its four neighbours. A column's depth is then a weighted sum of five independent contributions. Variances add with squared weights, so $s$ is multiplied by

$$f^2+4\left(\frac{1-f}{4}\right)^2=f^2+\frac{(1-f)^2}{4}.$$

For a trial value $f=0.5$ the factor is $0.25+0.0625=0.3125$. At 100 nm, $\sigma$ falls from 0.98 to $\sqrt{0.3125}\times0.98=0.55$ nm. The roughness is smaller but still proportional to $\sqrt d$. Neighbours are now correlated, so the slope formula above no longer applies.

**Q:** What if some places simply etch faster, and keep doing so?

**A:** Then even the relative roughness stops falling towards zero. Let column $i$ have expected depth $(1+\eta_i)d$, where $\eta_i$ is constant in time, has zero mean over the columns and has standard deviation $\delta$. The random hits contribute a variance $s(1+\eta_i)d$, which averages to $sd$. The unequal expected depths contribute $\delta^2d^2$. Thus

$$\sigma^2=sd+\delta^2d^2,\qquad
\frac{\sigma}{d}=\sqrt{\frac{s}{d}+\delta^2}.$$

The relative roughness levels off at $\delta$, and the absolute roughness eventually grows in proportion to $d$. The two contributions are equal at $d=s/\delta^2$. A trial spread of 1% puts this at 96 nm. At 100 nm the roughness is 1.40 nm instead of 0.98 nm, and a separate simulation also gave 1.40 nm.

**Q:** But I have seen etching described as a way to smooth a surface. Is that impossible?

**A:** It is possible when the columns are coupled. Suppose that a column standing one width $a$ above the mean of its four neighbours etches faster by a fraction $g$, and that this response is linear. Write $u_i=z_i-d$, and let $\bar u_i$ be the mean of $u$ over the neighbours. Per unit of mean depth, the expected removal is

$$1+\frac{g}{a}(\bar u_i-u_i).$$

The sign is right: a protruding column has been etched less, so $u_i<\bar u_i$ and its rate is raised when $g>0$.

Now decompose $u$ into lateral waves on a periodic surface of $M$ columns, normalised by $1/\sqrt M$, with phase advances $q_x$ and $q_y$ per column. Averaging over the neighbours multiplies a wave by $(\cos q_x+\cos q_y)/2$. Its amplitude therefore changes at the relative rate $-g\varepsilon/a$ per unit depth, with

$$\varepsilon=1-\frac{\cos q_x+\cos q_y}{2}.$$

Let $S$ be the mean square amplitude of the wave. In a thin slice $\Delta$ the random hits add $s\Delta$ to it, since the mean rate factor is one. Hence

$$S(d+\Delta)=\left(1-\frac{g\varepsilon\Delta}{a}\right)^2S(d)+s\Delta .$$

Expanding the square, dropping the $\Delta^2$ term, dividing by $\Delta$ and letting $\Delta\to0$ gives

$$\frac{dS}{dd}=-kS+s,\qquad k=\frac{2g\varepsilon}{a}.$$

Multiplying by $e^{kd}$ turns this into $d(e^{kd}S)/dd=s\,e^{kd}$. Integrating from an initial value $S_0$,

$$S(d)=S_0e^{-kd}+\frac{s}{k}\left(1-e^{-kd}\right).$$

The variance $\sigma^2$ is the sum of $S$ over all non-uniform waves, divided by $M$.

**Q:** Where is the smoothing in that formula?

**A:** In the first term. For $g>0$, a wave that starts with $S_0>s/k$ decays towards $s/k$. Etching then does smooth a surface that was rough enough at the start. If the surface starts flat, $S_0=0$ and $dS/dd=s\,e^{-kd}>0$: it still roughens, but more slowly than without coupling. As $k\to0$, the bracket becomes $kd$ and $S=S_0+sd$. Independent columns keep their initial roughness and add to it.

For a flat start, a trial value $g=0.1$ gives $\sigma=0.32$ nm at 25 nm and 0.39 nm at 100 nm. The increase is a factor of about 1.2, not 2. With $g=-0.01$, hollows etch slightly faster than peaks, and the values are 0.52 and 1.32 nm, a factor of about 2.5. Simulations of the coupled columns gave 0.32 and 0.38 nm in the first case and 0.52 and 1.32 nm in the second.

**Q:** So what should I expect from my real germanium surface?

**A:** The flux, a yield near one atom per ion and the 2 nm width are rough but reasonable for argon sputtering at several hundred eV. The yield distribution is a chosen one. The assumption most likely to fail is independence, through shared craters, tilt-dependent yield, redeposition and surface diffusion. I have not calculated the last two. For tilt I estimated only a local rate factor, not its effect on the roughness. That effect could be large well before the rms slope reaches one, and its sign is not settled here. On a smooth surface with the $1/\cos\theta$ yield, the bottom of a pit is level and etches at the flat rate, so the pit widens instead of deepening, and ripples flatten. On 2 nm columns the outcome depends on how the tilt of a column is defined: if the step to a higher neighbour also counts as tilt, a deep column deepens further. The values of $f$, $\delta$ and $g$ are trial strengths, not measured properties of germanium. Taken one at a time, these three move the 100 nm result from 0.98 nm to values between 0.39 and 1.40 nm. Treat 1 nm as the scale set by random hits alone at 2 nm resolution, not as a prediction for your wafer.

To learn which case you have, measure the roughness $\sigma_0$ before etching and $\sigma$ at several depths, with the same lateral resolution, the same plasma settings and equally smooth starting surfaces. Independent hits add $sd$ to the initial variance, so $\sqrt{\sigma^2-\sigma_0^2}$ would grow as $\sqrt d$; $\sigma$ itself does so only where $\sigma_0$ is negligible. Slower growth of this added roughness, or a $\sigma$ that falls below $\sigma_0$, would suggest smoothing between neighbours, but a blunt tip can also slow the apparent growth, and high spots that lastingly etch faster can bring $\sigma$ below $\sigma_0$ for a while. If $\sigma<\sigma_0$, the square root no longer exists and you should compare the variances directly. Faster growth would suggest lasting rate differences or an instability. From a rough start, however, smoothing can also produce it for a while: the early loss of old roughness hides part of what the hits add. Start as smooth as you can. Even then the exponent alone cannot identify the cause, or exclude a mixture of effects that happens to resemble a square root.

**Q:** And if my specification is a maximum roughness in nanometres?

**A:** Then a falling percentage does not help you. If independent hits dominate and the start is flat, a limit $\sigma_{\max}$ allows a depth of at most $d=\sigma_{\max}^2/s$. Halving the permitted roughness cuts that depth to a quarter. The limit must refer to the same lateral resolution as $s$, here 2 nm. The rule also needs gentle slopes: with the present numbers, use it only for limits well below 1.4 nm, the roughness at which the rms slope reaches one. A tilt-dependent yield may spoil it much earlier, so check the rule against measured roughness before relying on it. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
INPUTS (Ge, argon plasma, rough typical values)
lattice constant 0.566 nm
atom density 44.12 nm^-3
column width 2.0 nm, area 4.0 nm^2
ion flux 2.0e+15 cm^-2 s^-1
ion current density 0.320 mA/cm^2
yield probabilities for 0,1,2,3 atoms: [0.3  0.45 0.2  0.05]
mean Y 1.000, mean Y^2 1.700
DERIVED
depth per atom v 0.00567 nm
noise length s 0.00963 nm
etch rate 0.4533 nm/s = 27.20 nm/min
mean time between hits on a column 12.50 ms
LAW: depth nm, time s, ions/column, sigma nm,
     sigma/depth %, spread of mean rate nm/min
    6.25    13.8     1103 0.2454 3.926 1.0678
   25.00    55.2     4412 0.4907 1.963 0.5339
  100.00   220.6    17648 0.9815 0.981 0.2669
ION-BY-ION SIMULATION: depth nm, sigma nm, law nm
    2.5 0.1561 0.1552
    5.0 0.2203 0.2195
   10.0 0.3099 0.3104
   20.0 0.4374 0.4389
count variance/mean 0.999
fitted exponent of sigma 0.495
fitted exponent of sigma/depth -0.505
correlation of depths at 5 and 20 nm 0.502
early excess still present at 20 nm, fraction 0.998
sigma of 4x4 block means / sigma 0.247
rms neighbour difference / sigma 1.413
NEGLECTED EFFECTS at 100 nm
rms slope between neighbours 0.694
depth where rms slope is 1: 207.6 nm
yield factor at that slope if Y ~ 1/cos: 1.217
crater share in own column 0.50, factor on s 0.3125
sigma with shared craters 0.549 nm
lasting rate spread 1.0 %: sigma 1.401 nm, simulated 1.401 nm
depth where rate spread equals shot noise 96.3 nm
coupling g: sigma at 25 nm, sigma at 100 nm (nm)
  +0.10: 0.318 0.388
  +0.01: 0.462 0.793
  -0.01: 0.524 1.321
  +0.10 simulated: 0.318 0.383
  -0.01 simulated: 0.522 1.319
```
